# Enumerating stable charge states of six silicon dangling bonds

A scanning probe tip can remove single hydrogen atoms from a hydrogen-terminated Si(100) surface. Each removal leaves a dangling bond, a localized orbital that can hold zero, one or two electrons. The site is then positive, neutral or negative. Six such sites placed about a nanometre apart cannot be treated one by one, because an electron on one site raises the energy of electrons on the others. The question is which charge patterns resist the motion of a single electron, and which of them is lowest in energy.

## Model and energy

Let $n_i\in\{-1,0,+1\}$ be the charge of site $i$ in units of the elementary charge $e$, and $N_i=1-n_i$ its number of electrons. The sites exchange electrons with the doped crystal, a reservoir whose Fermi level is the zero of energy. Taking an electron from the reservoir therefore costs nothing by itself.

An isolated site has a one-electron energy $\varepsilon$ and an extra repulsion $U>0$ when it holds two electrons. Its energies for $N_i=0,1,2$ are $0$, $\varepsilon$ and $2\varepsilon+U$. Subtracting the neutral value $\varepsilon$ gives

$$g(+1)=-\varepsilon,\qquad g(0)=0,\qquad g(-1)=\varepsilon+U .$$

The energy for adding the second electron is the $(0/-)$ level, called $\mu$. Hence $\varepsilon+U=\mu$, so $\varepsilon=\mu-U$ is the $(+/0)$ level, and

$$g(-1)=\mu,\qquad g(0)=0,\qquad g(+1)=U-\mu .$$

Relaxation of the atoms around a charged site enters through the chosen levels and in no other way.

Charges on different sites interact through a screened Coulomb coupling,

$$W_{ij}=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r r_{ij}}\,e^{-r_{ij}/\lambda},\qquad W_{ii}=0,$$

with distance $r_{ij}$, effective relative permittivity $\varepsilon_r$ and screening length $\lambda$. This form is a model assumption, not a computed response of the surface. If $x_i$ is the potential energy of a charge $+e$ at site $i$ due to external sources, the quantity to minimize is

$$F(n)=\sum_i g(n_i)+\sum_{i<j}W_{ij}n_in_j+\sum_i x_in_i .$$

Since electrons may enter and leave, $F$ is a grand energy: it includes the cost of exchange with the reservoir. The electrostatic part alone does not. To see what that part omits, let $k_-$ and $k_+$ be the numbers of negative and positive sites, and $Q=k_+-k_-$ the total charge. Then

$$\sum_i g(n_i)=k_-\mu+k_+(U-\mu)=-\mu Q+Uk_+ .$$

Electrostatic energy thus ranks two configurations as $F$ does if they share both $Q$ and $k_+$. Otherwise the omitted terms can reverse the order. "Lowest energy" below means lowest $F$.

## Cost of one electron move

Let the charges change by $\delta_i$. The product of the new charges is

$$(n_i+\delta_i)(n_j+\delta_j)=n_in_j+n_i\delta_j+n_j\delta_i+\delta_i\delta_j .$$

Summed over pairs, the two linear terms collect into $\sum_i\delta_i\sum_jW_{ij}n_j$. With the local potential energy

$$v_i=\sum_jW_{ij}n_j+x_i,$$

the change in grand energy becomes

$$\Delta F=\sum_i[g(n_i+\delta_i)-g(n_i)]+\sum_i v_i\delta_i+\sum_{i<j}W_{ij}\delta_i\delta_j .$$

An added electron makes the charge more negative, $\delta_i=-1$. Its cost $A_i=g(n_i-1)-g(n_i)-v_i$ is

$$A_i=\begin{cases}\mu-v_i,&0\to-1,\\ \mu-U-v_i,&+1\to0.\end{cases}$$

A removed electron has $\delta_i=+1$. Its cost $R_i=g(n_i+1)-g(n_i)+v_i$ is

$$R_i=\begin{cases}v_i-\mu,&-1\to0,\\ v_i-\mu+U,&0\to+1.\end{cases}$$

A forbidden move, such as adding a third electron, is given infinite cost. Requiring all allowed costs to be non-negative yields a window for each charge:

- $n_i=-1$ requires $v_i\ge\mu$.
- $n_i=0$ requires $\mu-U\le v_i\le\mu$.
- $n_i=+1$ requires $v_i\le\mu-U$.

Negative neighbours make $v_i$ negative and so drive a site from negative towards neutral, and then towards positive. The windows are self-consistency conditions, because each $v_i$ depends on the other charges.

A hop from $i$ to $j$ has $\delta_i=+1$ and $\delta_j=-1$. The single-site terms are $R_i$ and $A_j$, and the pair term is $W_{ij}(+1)(-1)$. Therefore

$$D_{ij}=R_i+A_j-W_{ij}.$$

The last term corrects for the fact that $A_j$ was computed with the electron still on site $i$. Once it has left, its repulsion on site $j$ is gone. A configuration can consequently pass every addition and removal test and still fail a hop test, if $W_{ij}>R_i+A_j$. When the sites are so far apart that $W_{ij}\to0$, the hop test adds nothing.

For a hop from a negative to a neutral site, the levels cancel:

$$D_{ij}=(v_i-\mu)+(\mu-v_j)-W_{ij}=v_i-v_j-W_{ij}.$$

A hop between two neutral sites creates a positive and a negative site. It has the additional cost $U$, which must not be dropped.

## Retained configurations and the minimum

A configuration is retained if every $A_i$, $R_i$ and $D_{ij}$ is non-negative. Zero is allowed, since a tie does not lower $F$.

The global minimum is always retained. There are finitely many configurations, so a minimum exists. Each permitted move leads to another member of the same list, whose $F$ cannot be smaller. All move costs at the minimum are therefore non-negative. It follows that the lowest retained configuration is the global minimum of $F$. If that minimum is all that is wanted, the filters are unnecessary; their product is the list of metastable patterns.

The converse is false: a retained configuration may be lowered by several moves in succession, after a first move that costs energy.

Two sites without external potential show why ties matter. Take $\mu<0$ and coupling $W$. The relevant energies are

$$F(-,-)=2\mu+W,\qquad F(-,0)=\mu,\qquad F(+,-)=U-W .$$

Both sites are negative at the minimum when $W<-\mu$. For $-\mu<W<U-\mu$, only one site is negative, and the two equivalent patterns $(-,0)$ and $(0,-)$ tie for the minimum. In $(-,0)$ the negative site has $v_1=0$ and the neutral site $v_2=-W$, so the hop cost is $0+W-W=0$. A strict inequality would reject both ground configurations. For $W>U-\mu$ the model prefers opposite charges, but sites that close also share orbitals, and the point-charge description is then doubtful.

## Pseudocode

```
input: levels mu, U; matrix W; potentials x; tolerance tau
retained = empty list

for each n in {-1,0,+1}^6:
    v = W*n + x
    for each site i:
        A[i] = mu-v[i]      if n[i]= 0
               mu-U-v[i]    if n[i]=+1
               infinity     if n[i]=-1
        R[i] = v[i]-mu      if n[i]=-1
               v[i]-mu+U    if n[i]= 0
               infinity     if n[i]=+1
    if any A[i] < -tau or any R[i] < -tau: next n
    if any i != j has R[i]+A[j]-W[i,j] < -tau: next n
    F = sum g(n[i]) + sum over i<j of W[i,j]*n[i]*n[j]
        + sum x[i]*n[i]
    append (F, n) to retained

sort retained by F
return retained and all entries tied with the first
```

The tolerance $\tau$ absorbs rounding error at ties. It should lie above the rounding error of a cost and far below the energies of physical interest. It is not a means of representing uncertain material parameters; those must be varied explicitly.

## Computational cost

For $m$ sites there are $3^m$ configurations. Computing all $v_i$ takes of order $m^2$ operations, as does the hop test, so the total is of order $m^23^m$. Six sites give 729 configurations; sixteen would give 43,046,721. Memory need not grow with the full list, because configurations can be generated one at a time and discarded after the tests.

The work per configuration can be reduced by an ordering in which successive configurations differ by $\delta_k=\pm1$ at one site $k$. The general expression for $\Delta F$ then gives

$$F\leftarrow F+g(n_k+\delta_k)-g(n_k)+v_k\delta_k,\qquad v_i\leftarrow v_i+W_{ik}\delta_k ,$$

where $v_k$ is unchanged because $W_{kk}=0$. This update costs of order $m$. The hop test, of order $m^2$, is needed for those configurations that pass the first filter. Rounding errors accumulate in such updates, so $F$ and $v$ should be recomputed from their definitions at intervals.

## Six sites on the surface lattice

The sites lie on the same side of their surface dimers. The lattice spacing is 0.384 nm along a dimer row and 0.768 nm between rows. In nanometres the positions are A(0, 0), B(0.384, 0.768), C(1.152, 0.768), D(1.920, 0), E(1.152, −0.768) and F(0.384, −0.768). They form a hexagon stretched towards D. Rough typical parameters are $\mu=-0.32$ eV, $U=0.59$ eV, $\varepsilon_r=5.6$ and $\lambda=5$ nm, with no external potential.

The couplings, in eV, are:

- BC, EF: 0.2871; AB, AF: 0.2522.
- CD, DE: 0.1905; AC, AE: 0.1408.
- BF, CE: 0.1231; BD, BE, CF, DF: 0.1062; AD: 0.0912.

Of the 729 configurations, five pass the addition and removal tests, and three of these also pass the hop test. None of the three has a positive site, so each energy is $\mu$ times the number of negative sites plus their mutual repulsion:

$$F_{BDF}=3(-0.32)+2(0.1062)+0.1231=-0.6245\ \text{eV},$$

$$F_{ACE}=3(-0.32)+2(0.1408)+0.1231=-0.5553\ \text{eV},$$

$$F_{AD}=2(-0.32)+0.0912=-0.5488\ \text{eV}.$$

The subscripts name the negative sites. The ground configuration is BDF. Among these three, repulsion alone would select AD, with 0.0912 eV against 0.3355 eV for BDF. Going from AD to BDF, which adds an electron and rearranges the others, costs 0.2443 eV of repulsion but gains 0.32 eV from the additional occupied level, a net gain of 0.0757 eV.

The stability of BDF can be checked site by site. At B, $v_B=-(0.1062+0.1231)=-0.2293$ eV, so removal costs $R_B=-0.2293+0.32=0.0907$ eV. At neutral C, the three electrons give $v_C=-0.5839$ eV, so addition costs $A_C=-0.32+0.5839=0.2639$ eV. The hop from B to C costs

$$D_{BC}=0.0907+0.2639-0.2871\approx0.067\ \text{eV}.$$

No hop out of the ground configuration is cheaper. It leads to CDF, which shares with its mirror image the next-lowest energy of all configurations.

The mirror image of CDF, with B and F exchanged and C and E exchanged, is BDE. It shows what the hop test contributes. Removing the electron at E costs 0.0233 eV, and adding one at F costs 0.1965 eV. Both moves are unfavourable, yet moving the electron from E to F gives

$$D_{EF}=0.0233+0.1965-0.2871\approx-0.067\ \text{eV}.$$

BDE is therefore rejected and relaxes directly to BDF. By symmetry CDF is rejected too, and these are the two configurations removed by the hop filter.

A numerical test compared all derived move costs with differences of explicitly summed $F$, for all 729 configurations of six geometries: this hexagon, a straight line with 0.384 nm spacing, and four random lattice patterns with random external potentials. They agreed to about one part in $10^5$ or better. Positive sites occurred among the retained configurations, so those branches were exercised as well. The dense patterns test the algebra, not the physics of adjacent bonds. In a second test, a many-electron Hamiltonian with spin and no tunnelling reproduced the minimum of $F$ for the hexagon at each electron number from 0 to 12, within $10^{-10}$ eV.

## How isolated are the metastable patterns?

Stability against one move does not fix a lifetime. A useful energetic measure is the bottleneck: among all paths of single moves to the ground configuration, choose the one whose highest $F$ is lowest, and subtract the starting $F$. Dijkstra's search finds it if a path is labelled by its highest energy so far instead of its length. This label cannot decrease as a path is extended, which is why the lowest label in the queue can safely be made final.

From AD the bottleneck is 11.3 meV. A path that attains it adds an electron at C:

$$F_{ACD}=3(-0.32)+0.1408+0.0912+0.1905=-0.5375\ \text{eV}.$$

A hop from A to F then gives CDF at −0.5571 eV, and a hop from C to B gives BDF. From ACE, a hop from E to D reaches the same configuration ACD, which accounts for its bottleneck of 17.8 meV. Neither figure includes tunnelling barriers or the atomic rearrangement during a move, so neither determines a rate.

## Failure modes and the real surface

**Uncertain levels.** With the couplings fixed, $F_{BDF}-F_{AD}=\mu+0.2443$ eV. AD becomes lower than BDF if $|\mu|<0.2443$ eV. The list of metastable patterns is more delicate than the ground configuration: AD has an addition cost $A_C=\mu+0.1408+0.1905$ eV, so it ceases to be retained when $|\mu|$ exceeds 0.3313 eV, a shift of only 11 meV. In a joint variation of $\mu$ over −0.37, −0.32 and −0.27 eV, $\varepsilon_r$ over 5.1, 5.6 and 6.1, and $\lambda$ over 4, 5 and 6 nm, BDF remained lowest in 26 of 27 cases. It lost by 12.5 meV at $\mu=-0.27$ eV, $\varepsilon_r=5.1$, $\lambda=6$ nm, and at the same $\mu$ and $\varepsilon_r$ with $\lambda=5$ nm it led by only 1.7 meV.

**Screening.** If the exponential factor is removed while $\mu$, $U$ and $\varepsilon_r$ are held fixed, the ground configuration changes to AD, with $F=-0.5061$ eV. All pairs are closer than $\lambda$, so removing the factor mainly strengthens the couplings, by 17% at 0.768 nm and 47% at 1.92 nm, and the stronger repulsion outweighs the gain from a third electron. The overall strength decides the matter, not the range: without the exponential, BDF is again lowest once $\varepsilon_r$ exceeds 5.83, by 14 meV at 6.1 and by 26 meV at 6.35, the mean of the vacuum and silicon permittivities. The result thus depends on how strongly the surface screens charges one to two nanometres apart, and a computed surface response would be preferable to a fitted form.

**Stray charge.** Put a fixed charge $-e$ on the line beyond D, at distance $s$ from it. It lowers the removal cost at D from 0.1076 eV to $0.1076\ \text{eV}-W(s)$, where $W(s)$ is the screened coupling at that distance. The electron at D is expelled when $W(s)$ exceeds 0.1076 eV. On approach in steps of 0.1 nm the ground configuration first changes at 1.7 nm, and the new one has B and F negative, as this condition predicts. Known charged defects belong in $x_i$.

**Temperature.** A neutral site has two spin states, so a configuration with $k_0$ neutral sites has statistical weight $2^{k_0}e^{-F/k_BT}$. With the levels and the screening held at their low-temperature values, the probability of BDF is 0.9999 at 77 K but 0.57 at 300 K. At room temperature a single pattern is no longer an adequate description. Even at 77 K, $k_BT=6.6$ meV is comparable with the 11.3 meV bottleneck of AD; at 4 K it is 0.34 meV.

**Tunnelling.** The enumeration treats charges as classical. Tunnelling was added to the many-electron Hamiltonian through matrix elements $-t$, with an assumed amplitude $t>0$ at 0.768 nm and a decay of 2.51 nm$^{-1}$, estimated from a 0.8 eV barrier and a mass of 0.3 electron masses. For $t=10$ meV the ground energy falls by 4.3 meV and the pattern BDF keeps a weight of 0.948. For $t=30$ meV the figures are 34 meV and 0.700. The ground state has nine electrons in both cases, as BDF does, but in the second case fixed integer charges are a poor approximation.

**Strong local fields.** The largest field at a site due to the other charges is 3.9 MV/cm, at C and, by symmetry, at E. This is above the rough bulk breakdown field of silicon, 0.3 MV/cm, but it acts over about a nanometre. The site potentials differ by at most 0.38 V, and single hops out of BDF cost between 0.07 and 0.47 eV. Both are well below the band gap of about 1.1 eV, so an electron hopping between sites into this configuration does not release the energy for impact ionization. The field does cast doubt on a uniform linear permittivity.

The parameters are meant to represent dangling bonds on highly n-doped, hydrogen-terminated silicon at a few kelvin. The value $\lambda=5$ nm is an effective one, not the screening length of the doped bulk: for donor densities of $4\times10^{18}$ to $10^{20}$ cm$^{-3}$ the degenerate Thomas-Fermi length is 0.6 to 1 nm, and the mean donor spacing of 2 to 6 nm is comparable with $\lambda$ itself. With $\lambda=1$ nm and unchanged levels the model gives four negative sites, ACDE. The ground pattern and its 67 meV separation from the next configuration are results of the model, not measurements. Real surfaces most directly break the assumption of a uniform environment, through nearby dopants, charged defects and the probe tip itself. A single stray electron charge 1.7 nm from D shifts that site by about 0.11 eV, which is just enough to make removal of its electron favourable and so change the ground configuration. A pattern intended to hold a particular charge state should therefore be enumerated with its measured surroundings and over the plausible range of levels and screening, and accepted only if the desired state stays lowest throughout, by a margin large compared with $k_BT$ and the tunnelling amplitude. Being lowest does not ensure that the state is reached: at 4 K the bottlenecks of AD and ACE far exceed $k_BT$, and the pattern may stay in either. The site potentials of the ground configuration, with its addition and removal costs, are in the numerical output below.

## Computed values

```
Levels: (0/-) -0.32 eV, (+/0) -0.91 eV, U 0.59 eV
Screening: eps_r 5.6, lambda 5.0 nm
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Sites (x,y) in nm: A(0.000,0.000) B(0.384,0.768) C(1.152,0.768) D(1.920,0.000) E(1.152,-0.768) F(0.384,-0.768)
Pairs BC,EF: r 0.768 nm, W 0.2871 eV
Pairs AB,AF: r 0.859 nm, W 0.2522 eV
Pairs CD,DE: r 1.086 nm, W 0.1905 eV
Pairs AC,AE: r 1.385 nm, W 0.1408 eV
Pairs BF,CE: r 1.536 nm, W 0.1231 eV
Pairs BD,BE,CF,DF: r 1.717 nm, W 0.1062 eV
Pairs AD: r 1.920 nm, W 0.0912 eV
Configurations: all 729, after add/remove test 5, after hop test 3
Charge strings list sites ABCDEF
Retained 0-0-0-: F -0.6245 eV, repulsion 0.3355 eV
Retained -0-0-0: F -0.5553 eV, repulsion 0.4047 eV, bottleneck 17.8 meV
Retained -00-00: F -0.5488 eV, repulsion 0.0912 eV, bottleneck 11.3 meV
Lowest F: 0-0-0-; lowest repulsion: -00-00
Gap to next of all configurations: 67.4 meV
Ground site A: n +0, v -0.5956 eV, add 0.2756 eV, remove 0.3144 eV
Ground site B: n -1, v -0.2293 eV, add inf eV, remove 0.0907 eV
Ground site C: n +0, v -0.5839 eV, add 0.2639 eV, remove 0.3261 eV
Ground site D: n -1, v -0.2124 eV, add inf eV, remove 0.1076 eV
Ground site E: n +0, v -0.5839 eV, add 0.2639 eV, remove 0.3261 eV
Ground site F: n -1, v -0.2293 eV, add inf eV, remove 0.0907 eV
Cheapest hop from ground: B to C, 0.0674 eV
Rejected only by hop: 0-0--0, F -0.5571 eV
Its hop E to F: R 0.0233, A 0.1965, W 0.2871, D -0.0674 eV
T 4 K: kT 0.34 meV, ground probability 1.0000
T 77 K: kT 6.64 meV, ground probability 0.9999
T 300 K: kT 25.85 meV, ground probability 0.5666
Tunnelling decay: 2.51 1/nm for mass 0.3 m_e, barrier 0.8 eV
t at 0.768 nm 10 meV: electrons 9, energy shift -4.3 meV, pattern weight 0.948
t at 0.768 nm 30 meV: electrons 9, energy shift -34.0 meV, pattern weight 0.700
Varied: mu (-0.37, -0.32, -0.27) eV, eps_r (5.1, 5.6, 6.1), lambda (4.0, 5.0, 6.0) nm
Ground pattern kept in 26 of 27 parameter sets
No exponential screening: ground -00-00, F -0.5061 eV
Stray -e beyond D: first change on approach at 1.7 nm (0.1 nm steps), to 0-000-
Largest field at a site: 3.89 MV/cm at C
Spread of site potentials: 0.383 V; rough silicon gap 1.1 eV
```
